# Ozone-forming detachment of O⁻ by ground-state and singlet-delta oxygen: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""Energy balance of O- + O2 -> O3 + e in an oxygen discharge.

Result under test: energy change = A - D - T (positive: endothermic), where
  A = electron affinity of O,  D = energy of O3 -> O2 + O,
  T = excitation energy of the O2 that reacts (zero for its ground state).
Rough inputs give about +0.4 eV (ground state) and -0.6 eV (singlet delta).
Independent evidence: species balance, molecular total energies, an
active-space spectrum of O2, and a simulation of ions heated by the field.
"""
import itertools
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from pyscf import ao2mo, cc, fci, gto, mcscf, mp, scf

eV = const.electron_volt
hartree_eV = const.value("Hartree energy in eV")
kJ_mol_per_eV = eV * const.N_A / 1000

# Rough typical inputs, each rounded to 0.1 eV
affinity, bond, excitation = 1.5, 1.1, 1.0
half_step = 0.05


def reaction_energy(A, D, T):
    return A - D - T


ground = reaction_energy(affinity, bond, 0.0)
singlet = reaction_energy(affinity, bond, excitation)

# Species order: O-, O, electron, O2, excited O2, O3
elementary = np.array([[-1, 1, 1, 0, 0, 0],
                       [0, 1, 0, 1, 0, -1],
                       [0, 0, 0, -1, 1, 0]], float)
target = np.array([-1, 0, 1, 0, -1, 1], float)
weights = np.linalg.lstsq(elementary.T, target, rcond=None)[0]
assert np.allclose(weights @ elementary, target, atol=1e-12)
assert abs(weights @ [affinity, bond, excitation] - singlet) < 1e-12

# Extreme results when every input moves by half its last digit
shifts = list(itertools.product([-half_step, half_step], repeat=3))
ground_range = [reaction_energy(affinity + a, bond + d, 0)
                for a, d, t in shifts]
singlet_range = [reaction_energy(affinity + a, bond + d, excitation + t)
                 for a, d, t in shifts]
assert min(ground_range) > 0 and max(singlet_range) < 0
breakup = affinity - excitation
assert breakup > 0


def trimmed_basis(name):
    """Augmented basis without its most diffuse d and higher shells."""
    shells = list(gto.basis.load(name, "O"))
    for l in sorted({s[0] for s in shells if s[0] >= 2}):
        shells.remove(min((s for s in shells if s[0] == l),
                          key=lambda s: s[1][0]))
    return {"O": shells}


small_basis = trimmed_basis("aug-cc-pvdz")
large_basis = trimmed_basis("aug-cc-pvtz")


def mean_field(atoms, charge, spin, basis):
    mol = gto.M(atom=atoms, charge=charge, spin=spin, basis=basis, verbose=0)
    mf = scf.UHF(mol) if spin else scf.RHF(mol)
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    return mf


def total_energy(atoms, charge, spin):
    """Large-basis MP2 plus small-basis CCSD(T) minus MP2, in hartree."""
    mf = mean_field(atoms, charge, spin, small_basis)
    core = mf.mol.natm
    mp_small = mp.MP2(mf, frozen=core).run().e_corr
    coupled = cc.CCSD(mf, frozen=core)
    coupled.kernel()
    assert coupled.converged
    correction = coupled.e_corr + coupled.ccsd_t() - mp_small
    mf = mean_field(atoms, charge, spin, large_basis)
    return mf.e_tot + mp.MP2(mf, frozen=core).run().e_corr + correction


# Rough fixed geometries, angstrom and degrees
r_O2, r_O3, angle = 1.21, 1.27, 117.0
theta = math.radians(angle)
O2_atoms = [["O", (0, 0, 0)], ["O", (0, 0, r_O2)]]
O3_atoms = [["O", (0, 0, 0)], ["O", (r_O3, 0, 0)],
            ["O", (r_O3 * math.cos(theta), r_O3 * math.sin(theta), 0)]]
E_atom = total_energy([["O", (0, 0, 0)]], 0, 2)
E_ion = total_energy([["O", (0, 0, 0)]], -1, 1)
E_O2 = total_energy(O2_atoms, 0, 2)
E_O3 = total_energy(O3_atoms, 0, 0)

# Harmonic zero-point change from rough wavenumbers in 1/cm
O2_wave, O3_waves = 1600.0, [1100.0, 700.0, 1000.0]
wave_eV = const.h * const.c * 100 / eV
zero_point = 0.5 * wave_eV * (sum(O3_waves) - O2_wave)
computed_affinity = (E_atom - E_ion) * hartree_eV
computed_bond = (E_atom + E_O2 - E_O3) * hartree_eV - zero_point
computed_ground = (E_O3 - E_O2 - E_ion) * hartree_eV + zero_point

# Low states of O2: eight electrons in six valence orbitals
mol = gto.M(atom=O2_atoms, spin=2, basis="cc-pvdz", verbose=0)
rohf = scf.ROHF(mol).run()
active = mcscf.CASSCF(rohf, 6, 8)
active.kernel()
assert rohf.converged and active.converged
ci = mcscf.CASCI(rohf, 6, 8)
h_one, core_energy = ci.get_h1eff(active.mo_coeff)
h_two = ao2mo.restore(1, ci.get_h2eff(active.mo_coeff), 6)


def spectrum(electrons):
    matrix = fci.direct_spin1.pspace(h_one, h_two, 6, electrons)[1]
    return np.linalg.eigvalsh(matrix) * hartree_eV


levels = spectrum((4, 4))
spin_one_levels = spectrum((5, 3))
assert abs(levels[0] - spin_one_levels[0]) < 1e-5
assert abs(levels[2] - levels[1]) < 0.01
# Singlets are absent from the spectrum with spin projection one
assert min(abs(spin_one_levels - levels[1])) > 0.3
computed_excitation = levels[1] - levels[0]
computed_singlet = computed_ground - computed_excitation

# Allowance: finite basis, missing correlation and rough geometries
tolerance = 0.3
for value, rough in [(computed_affinity, affinity), (computed_bond, bond),
                     (computed_excitation, excitation),
                     (computed_ground, ground), (computed_singlet, singlet)]:
    assert abs(value - rough) < tolerance, (value, rough)
assert computed_ground > 0 > computed_singlet

# Ion heating: rough glow-discharge conditions
gas_T, field_Td, mobility_cm2 = 300.0, 50.0, 3.0
kT = const.k * gas_T
m_ion, m_gas = 16 * const.atomic_mass, 32 * const.atomic_mass
mass_sum = m_ion + m_gas
reduced_mass = m_ion * m_gas / mass_sum
loschmidt = const.value("Loschmidt constant (273.15 K, 101.325 kPa)")
drift = mobility_cm2 * 1e-4 * loschmidt * field_Td * 1e-21
x = ground * eV / kT
thermal_fraction = (math.erfc(math.sqrt(x))
                    + 2 * math.sqrt(x / math.pi) * math.exp(-x))
speed_scale = math.sqrt(2 * kT / reduced_mass)
threshold_speed = math.sqrt(2 * ground * eV / reduced_mass) / speed_scale
direct_fraction = quad(
    lambda s: 4 / math.sqrt(math.pi) * s**2 * math.exp(-s**2),
    threshold_speed, threshold_speed + 8, epsabs=1e-15)[0]
assert abs(direct_fraction / thermal_fraction - 1) < 1e-6

# Constant collision rate, isotropic elastic scattering, field along z
rng = np.random.default_rng(7)
count = 100000
ion_v = rng.normal(size=(count, 3)) * math.sqrt(kT / m_ion)
gain_per_flight = drift * m_gas / mass_sum
energy_means, drift_means, fractions = [], [], []
for collision in range(80):
    ion_v[:, 2] += gain_per_flight * rng.exponential(size=count)
    gas_v = rng.normal(size=(count, 3)) * math.sqrt(kT / m_gas)
    speed = np.linalg.norm(ion_v - gas_v, axis=1)
    pair_energy = 0.5 * reduced_mass * speed**2 / eV
    if collision >= 40:
        energy_means.append(pair_energy.mean())
        drift_means.append(ion_v[:, 2].mean())
        fractions.append((pair_energy > ground).mean())
    direction = rng.normal(size=(count, 3))
    direction /= np.linalg.norm(direction, axis=1)[:, None]
    center_v = (m_ion * ion_v + m_gas * gas_v) / mass_sum
    ion_v = center_v + m_gas / mass_sum * speed[:, None] * direction
simulated_energy = np.mean(energy_means)
simulated_drift = np.mean(drift_means)
heated_fraction = np.mean(fractions)
formula_energy = (1.5 * kT + 0.5 * m_gas * drift**2) / eV
assert abs(simulated_energy / formula_energy - 1) < 0.02
assert abs(simulated_drift / drift - 1) < 0.02
assert heated_fraction > 10 * thermal_fraction

print(f"Rough electron affinity of O: {affinity:.1f} eV")
print(f"Rough O2-O bond energy in ozone: {bond:.1f} eV")
print(f"Rough singlet-delta excitation: {excitation:.1f} eV")
print(f"Rounding allowance per input: {half_step:.2f} eV")
print("Cycle coefficients of A, D, T:",
      " ".join(f"{w:+.0f}" for w in weights))
for name, value, limits in [("Ground-state O2", ground, ground_range),
                            ("Singlet-delta O2", singlet, singlet_range)]:
    print(f"{name}, reaction energy: {value:+.1f} eV")
    print(f"{name}, converted: {value * kJ_mol_per_eV:+.0f} kJ/mol")
    print(f"{name}, rounding range: {min(limits):+.2f} "
          f"to {max(limits):+.2f} eV")
print(f"Singlet route to O + O2 + electron: {breakup:+.1f} eV")
print(f"Geometry O2 bond: {r_O2:.2f} angstrom")
print(f"Geometry O3 bond: {r_O3:.2f} angstrom; angle: {angle:.0f} degrees")
for name, energy in [("O", E_atom), ("O-", E_ion),
                     ("O2", E_O2), ("O3", E_O3)]:
    print(f"Composite total energy {name}: {energy:.5f} hartree")
print(f"Rough O2 wavenumber: {O2_wave:.0f} 1/cm")
print("Rough O3 wavenumbers:", *[f"{w:.0f}" for w in O3_waves], "1/cm")
print(f"Zero-point change: {zero_point:+.3f} eV")
print(f"Computed affinity: {computed_affinity:.2f} eV")
print(f"Computed O2-O bond energy: {computed_bond:.2f} eV")
print(f"Computed singlet-delta excitation: {computed_excitation:.2f} eV")
print(f"Splitting of the singlet pair: {levels[2] - levels[1]:.4f} eV")
print(f"Computed ground-state reaction: {computed_ground:+.2f} eV")
print(f"Computed singlet-delta reaction: {computed_singlet:+.2f} eV")
print(f"Comparison tolerance: {tolerance:.1f} eV")
print(f"Gas temperature: {gas_T:.0f} K")
print(f"Thermal energy kT: {kT / eV:.4f} eV")
print(f"Classical thermal correction kT/2: {0.5 * kT / eV:.4f} eV")
print(f"One O2 vibrational quantum: {O2_wave * wave_eV:.2f} eV")
print(f"Reduced field: {field_Td:.0f} Td")
print(f"Rough reduced mobility: {mobility_cm2:.0f} cm2/Vs")
print(f"Ion drift speed: {drift:.0f} m/s")
print(f"Mean relative energy, formula: {formula_energy:.4f} eV")
print(f"Mean relative energy, simulation: {simulated_energy:.4f} eV")
print(f"Threshold divided by kT: {x:.1f}")
print(f"Thermal fraction above threshold: {thermal_fraction:.1e}")
print(f"Field-heated fraction above threshold: {heated_fraction:.1e}")
print("every check passed")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 137, in <module>
    assert abs(value - rough) < tolerance, (value, rough)
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError: (np.float64(1.1930276403843767), 1.5)
```

Likely cause: The test stopped because the computed electron affinity of O was 1.19 eV, more than 0.3 eV from the rough input of 1.5 eV. The fault lay in the program's reference calculation, not in the energy balance: the basis had been stripped of its diffuse d and f functions, which a negative ion needs, and its correlation energy was not corrected for finite basis size. The MP2 part now uses full augmented double- and triple-zeta bases, with density fitting for speed, and its correlation energy is extrapolated; the trimmed basis remains only for the small CCSD(T) − MP2 difference. The tested energies and the 0.3 eV tolerance are unchanged, and two tests are added: one of the density fitting, the other of the effect of the missing diffuse functions on the affinity.

Repair:

```diff
@@ -13,5 +13,5 @@
 from scipy import constants as const
 from scipy.integrate import quad
-from pyscf import ao2mo, cc, fci, gto, mcscf, mp, scf
+from pyscf import ao2mo, cc, df, fci, gto, lib, mcscf, mp, scf
 
 eV = const.electron_volt
@@ -60,11 +60,9 @@
 
 
-small_basis = trimmed_basis("aug-cc-pvdz")
-large_basis = trimmed_basis("aug-cc-pvtz")
-
-
-def mean_field(atoms, charge, spin, basis):
+def mean_field(atoms, charge, spin, basis, fitted=False):
     mol = gto.M(atom=atoms, charge=charge, spin=spin, basis=basis, verbose=0)
     mf = scf.UHF(mol) if spin else scf.RHF(mol)
+    if fitted:
+        mf = mf.density_fit()
     mf.max_cycle = 100
     mf.kernel()
@@ -73,6 +71,39 @@
 
 
-def total_energy(atoms, charge, spin):
-    """Large-basis MP2 plus small-basis CCSD(T) minus MP2, in hartree."""
+def fitted_mp2(mf):
+    """Frozen-core MP2 correlation energy from density-fitted integrals."""
+    mol = mf.mol
+    core = mol.natm
+    orbitals, levels = np.asarray(mf.mo_coeff), np.asarray(mf.mo_energy)
+    if orbitals.ndim == 2:
+        orbitals = np.array([orbitals, orbitals])
+        levels = np.array([levels, levels])
+    fit = df.DF(mol, auxbasis=df.make_auxbasis(mol, mp2fit=True))
+    parts = [[], []]
+    for block in fit.loop():
+        full = lib.unpack_tril(np.asarray(block))
+        for s in (0, 1):
+            n = mol.nelec[s]
+            parts[s].append(orbitals[s][:, core:n].T @ full
+                            @ orbitals[s][:, n:])
+    factors = [np.concatenate(p) for p in parts]
+    pair_gaps = [levels[s][core:mol.nelec[s], None]
+                 - levels[s][None, mol.nelec[s]:] for s in (0, 1)]
+    energy = 0.0
+    for s, t in [(0, 0), (1, 1), (0, 1)]:
+        g = np.tensordot(factors[s], factors[t], axes=(0, 0))
+        gap = pair_gaps[s][:, :, None, None] + pair_gaps[t][None, None]
+        if s == t:
+            energy += 0.5 * np.sum(g * (g - g.transpose(0, 3, 2, 1)) / gap)
+        else:
+            energy += np.sum(g * g / gap)
+    return energy
+
+
+small_basis = trimmed_basis("aug-cc-pvdz")
+
+
+def total_energies(atoms, charge, spin):
+    """Composite energy and plain triple-zeta MP2 energy, in hartree."""
     mf = mean_field(atoms, charge, spin, small_basis)
     core = mf.mol.natm
@@ -82,6 +113,10 @@
     assert coupled.converged
     correction = coupled.e_corr + coupled.ccsd_t() - mp_small
-    mf = mean_field(atoms, charge, spin, large_basis)
-    return mf.e_tot + mp.MP2(mf, frozen=core).run().e_corr + correction
+    double = fitted_mp2(mean_field(atoms, charge, spin, "aug-cc-pvdz", True))
+    mf = mean_field(atoms, charge, spin, "aug-cc-pvtz", True)
+    triple = fitted_mp2(mf)
+    # Correlation error taken to fall as the inverse cube of basis level
+    limit = (27 * triple - 8 * double) / 19
+    return mf.e_tot + limit + correction, mf.e_tot + triple
 
 
@@ -89,11 +124,27 @@
 r_O2, r_O3, angle = 1.21, 1.27, 117.0
 theta = math.radians(angle)
+one_atom = [["O", (0, 0, 0)]]
 O2_atoms = [["O", (0, 0, 0)], ["O", (0, 0, r_O2)]]
 O3_atoms = [["O", (0, 0, 0)], ["O", (r_O3, 0, 0)],
             ["O", (r_O3 * math.cos(theta), r_O3 * math.sin(theta), 0)]]
-E_atom = total_energy([["O", (0, 0, 0)]], 0, 2)
-E_ion = total_energy([["O", (0, 0, 0)]], -1, 1)
-E_O2 = total_energy(O2_atoms, 0, 2)
-E_O3 = total_energy(O3_atoms, 0, 0)
+
+# Density fitting against conventional integrals, on the negative ion
+plain = mp.MP2(mean_field(one_atom, -1, 1, "aug-cc-pvdz"), frozen=1).run()
+fitted = fitted_mp2(mean_field(one_atom, -1, 1, "aug-cc-pvdz", True))
+assert abs(plain.e_corr - fitted) < 5e-4
+
+E_atom, mp_atom = total_energies(one_atom, 0, 2)
+E_ion, mp_ion = total_energies(one_atom, -1, 1)
+E_O2 = total_energies(O2_atoms, 0, 2)[0]
+E_O3 = total_energies(O3_atoms, 0, 0)[0]
+
+# The negative ion needs the diffuse d and f functions more than the atom
+full_affinity = (mp_atom - mp_ion) * hartree_eV
+trimmed_triple = trimmed_basis("aug-cc-pvtz")
+trimmed_energies = [
+    mp.MP2(mean_field(one_atom, q, s, trimmed_triple), frozen=1).run().e_tot
+    for q, s in [(0, 2), (-1, 1)]]
+trimmed_affinity = (trimmed_energies[0] - trimmed_energies[1]) * hartree_eV
+assert full_affinity > trimmed_affinity
 
 # Harmonic zero-point change from rough wavenumbers in 1/cm
@@ -132,8 +183,11 @@
 # Allowance: finite basis, missing correlation and rough geometries
 tolerance = 0.3
-for value, rough in [(computed_affinity, affinity), (computed_bond, bond),
-                     (computed_excitation, excitation),
-                     (computed_ground, ground), (computed_singlet, singlet)]:
-    assert abs(value - rough) < tolerance, (value, rough)
+for name, value, rough in [
+        ("affinity", computed_affinity, affinity),
+        ("bond", computed_bond, bond),
+        ("excitation", computed_excitation, excitation),
+        ("ground-state reaction", computed_ground, ground),
+        ("singlet reaction", computed_singlet, singlet)]:
+    assert abs(value - rough) < tolerance, (name, value, rough)
 assert computed_ground > 0 > computed_singlet
 
@@ -201,4 +255,6 @@
                      ("O2", E_O2), ("O3", E_O3)]:
     print(f"Composite total energy {name}: {energy:.5f} hartree")
+print(f"Triple-zeta MP2 affinity, trimmed basis: {trimmed_affinity:.2f} eV")
+print(f"Triple-zeta MP2 affinity, full basis: {full_affinity:.2f} eV")
 print(f"Rough O2 wavenumber: {O2_wave:.0f} 1/cm")
 print("Rough O3 wavenumbers:", *[f"{w:.0f}" for w in O3_waves], "1/cm")
```

After the repair:

```
Rough electron affinity of O: 1.5 eV
Rough O2-O bond energy in ozone: 1.1 eV
Rough singlet-delta excitation: 1.0 eV
Rounding allowance per input: 0.05 eV
Cycle coefficients of A, D, T: +1 -1 -1
Ground-state O2, reaction energy: +0.4 eV
Ground-state O2, converted: +39 kJ/mol
Ground-state O2, rounding range: +0.30 to +0.50 eV
Singlet-delta O2, reaction energy: -0.6 eV
Singlet-delta O2, converted: -58 kJ/mol
Singlet-delta O2, rounding range: -0.75 to -0.45 eV
Singlet route to O + O2 + electron: +0.5 eV
Geometry O2 bond: 1.21 angstrom
Geometry O3 bond: 1.27 angstrom; angle: 117 degrees
Composite total energy O: -74.99106 hartree
Composite total energy O-: -75.04304 hartree
Composite total energy O2: -150.16936 hartree
Composite total energy O3: -225.20205 hartree
Triple-zeta MP2 affinity, trimmed basis: 1.27 eV
Triple-zeta MP2 affinity, full basis: 1.42 eV
Rough O2 wavenumber: 1600 1/cm
Rough O3 wavenumbers: 1100 700 1000 1/cm
Zero-point change: +0.074 eV
Computed affinity: 1.41 eV
Computed O2-O bond energy: 1.06 eV
Computed singlet-delta excitation: 0.91 eV
Splitting of the singlet pair: 0.0000 eV
Computed ground-state reaction: +0.36 eV
Computed singlet-delta reaction: -0.56 eV
Comparison tolerance: 0.3 eV
Gas temperature: 300 K
Thermal energy kT: 0.0259 eV
Classical thermal correction kT/2: 0.0129 eV
One O2 vibrational quantum: 0.20 eV
Reduced field: 50 Td
Rough reduced mobility: 3 cm2/Vs
Ion drift speed: 403 m/s
Mean relative energy, formula: 0.0657 eV
Mean relative energy, simulation: 0.0657 eV
Threshold divided by kT: 15.5
Thermal fraction above threshold: 8.7e-07
Field-heated fraction above threshold: 3.0e-03
every check passed
```
